\section*{Comment on unlimited photoemission charging of an isolated low-k film}

\section{The argument under review}

The argument concerns a low-k dielectric film under vacuum-ultraviolet light. The film lies on a grounded conductor, faces a grounded collector across a vacuum gap, and conducts so poorly that it counts as isolated. It runs as follows.

\begin{quote}
Each photoelectron leaves one positive charge behind. The photon energy and the photon flux do not depend on the charge already present, so emission continues at a constant rate. A weak current of stray electrons arrives but is smaller than the photocurrent. The surface potential therefore rises linearly until the film breaks down.
\end{quote}

With emitted current density $J_{\rm ph}$, incoming electron current density $J_{\rm in}$ and film capacitance per area $C$, the claim is
\begin{equation}
V_{\rm claim}(t)=\frac{J_{\rm ph}-J_{\rm in}}{C}\,t .
\label{claim}
\end{equation}
Both current densities are positive magnitudes of electron flow.

The first two sentences can be accepted for a steady lamp and a fixed yield. The error enters between the second sentence and the last: the rate at which electrons leave the solid is used as the rate at which they are lost. An electron that leaves the surface and falls back contributes nothing to the net charge. The question to settle is how many fall back at a given potential, and whether that number can stop the charging.

\section{The charge balance with return included}

Let $V$ be the potential just outside the film minus the potential just outside the collector. I take $V=0$ for the uncharged film, so there is no contact-potential offset. The film has thickness $d$ and relative permittivity $k$. Positive charge of density $\sigma$ at its surface produces the field $V/d$ in the film, and Gauss's law gives
\begin{equation}
\sigma=k\varepsilon_0\frac{V}{d}=CV,\qquad C=\frac{k\varepsilon_0}{d}.
\end{equation}
The field in the much wider gap is neglected here; its capacitance is $4\times10^{-6}$ of $C$ in the example below.

Let $S(V)$ be the fraction of emitted electrons that reach the collector. I assume that the others are absorbed when they return. Emission adds positive charge at the rate $J_{\rm ph}$, return removes it at the rate $J_{\rm ph}(1-S)$, and the stray electrons remove it at the rate $J_{\rm in}$. Hence
\begin{align}
C\frac{dV}{dt}&=J_{\rm ph}-J_{\rm ph}\,[1-S(V)]-J_{\rm in}\nonumber\\
&=J_{\rm ph}S(V)-J_{\rm in}.
\label{balance}
\end{align}
Equation (\ref{claim}) is the special case $S=1$ at every potential.

Surface and collector are taken as parallel planes, wide compared with the gap. A positive surface then accelerates every stray electron that enters the gap towards it, but cannot gather electrons from a larger area. For this reason $J_{\rm in}$ is held constant for $V>0$. Ions and leakage through the film are left out for now.

\section{Which electrons escape}

Let an electron leave with kinetic energy $E$ at angle $\theta$ to the surface normal. The force is along the normal, so the lateral velocity is conserved and its share of the energy, $E\sin^2\theta$, cannot help the electron to climb. Let the gap potential $\phi(z)$ fall monotonically from $V$ at the film to zero at the collector. The electron's potential energy is $-e\phi$, and conservation of energy for the normal motion gives
\begin{equation}
\frac{m v_z^2}{2}=E\cos^2\theta-e\,[V-\phi(z)].
\label{normal}
\end{equation}
The subtracted term grows from zero to $eV$ across the gap. The right-hand side therefore stays positive all the way if
\begin{equation}
E\cos^2\theta>eV .
\label{escape}
\end{equation}
If $E\cos^2\theta<eV$, it reaches zero inside the gap and the electron turns back. The shape of $\phi(z)$ has dropped out; its monotonic fall and total step are what matter.

For the directions I assume the cosine law: the fraction of the emitted current between $\theta$ and $\theta+d\theta$ is $2\cos\theta\sin\theta\,d\theta$. With $u=\cos^2\theta$ one has $|du|=2\cos\theta\sin\theta\,d\theta$, so $u$ is uniformly distributed between 0 and 1. The probability that $u>eV/E$ is $1-eV/E$ when $E>eV$, and zero otherwise.

Let $f(E)$ be the normalized energy distribution of the emitted current. For one-photon emission it ends at
\begin{equation}
E_m=h\nu-E_{\rm th},
\end{equation}
where $E_{\rm th}$ is the energy from the highest occupied states to the vacuum level just outside the film. Surface charge shifts these levels together, so $E_m$ does not change as the film charges, provided that the electrons start close to the surface. An electron from depth $\lambda$ also gains up to $eV\lambda/d$ from the field in the film. For a depth of 2 nm in a 100 nm film this raises the highest reachable potential by at most about 2\%, and it is neglected here. Averaging over energy gives
\begin{equation}
S(V)=\int_{eV}^{E_m}f(E)\left(1-\frac{eV}{E}\right)dE .
\label{S}
\end{equation}

\section{Why the potential stops rising}

Most of the answer needs no particular spectrum. At $V=0$ the integral is the normalization, so $S(0)=1$. At $V\ge E_m/e$ no electron satisfies (\ref{escape}), so $S=0$. In between, differentiate (\ref{S}). The moving lower limit contributes $-e f(eV)(1-1)=0$, and the integrand contributes
\begin{equation}
\frac{dS}{dV}=-e\int_{eV}^{E_m}\frac{f(E)}{E}\,dE<0 ,
\end{equation}
provided that the spectrum extends up to $E_m$. Thus $S$ falls continuously from one to zero.

For $0<J_{\rm in}<J_{\rm ph}$ there is consequently one potential $V_{\rm eq}$ between zero and $E_m/e$ at which
\begin{equation}
J_{\rm ph}S(V_{\rm eq})=J_{\rm in}.
\label{steady}
\end{equation}
Below it, the right-hand side of (\ref{balance}) is positive and $V$ rises; above it, the right-hand side is negative and $V$ falls. The steady state is stable. Light is still absorbed and electrons are still emitted, but the escaping current now equals the incoming one.

An explicit value requires a spectrum. A simple choice that vanishes at both ends is
\begin{equation}
f(E)=\frac{6E(E_m-E)}{E_m^3}.
\end{equation}
Put $t=E/E_m$ and $x=eV/E_m$. Then $f\,dE=6t(1-t)\,dt$, and the factor $1-x/t=(t-x)/t$ cancels one power of $t$:
\begin{equation}
S=6\int_x^1(1-t)(t-x)\,dt .
\end{equation}
With $s=t-x$ and $a=1-x$, the first factor is $a-s$, so
\begin{equation}
S=6\int_0^a(a-s)s\,ds
=6\left(\frac{a^3}{2}-\frac{a^3}{3}\right)=(1-x)^3 .
\label{cube}
\end{equation}
At $x=0$ this equals one, which confirms the normalization. Writing $r=J_{\rm in}/J_{\rm ph}$, the steady condition is $(1-x)^3=r$, or
\begin{equation}
V_{\rm eq}=\frac{E_m}{e}\left(1-r^{1/3}\right),\qquad 0<r<1 .
\label{Veq}
\end{equation}

The capacitance is absent. At fixed current densities and fixed $E_m$, a thicker film reaches the same potential with less charge. Stronger light at fixed $J_{\rm in}$ lowers $r$ and raises $V_{\rm eq}$, but not beyond $E_m/e$.

The two ends of (\ref{Veq}) behave differently. If the currents are nearly equal, $r=1-\epsilon$ with small $\epsilon$, then $r^{1/3}\simeq1-\epsilon/3$ and $V_{\rm eq}\simeq\epsilon E_m/(3e)$. If $r$ is small, the distance to the ceiling is $(E_m/e)r^{1/3}$, which shrinks slowly: a stray current of one thousandth of the photocurrent still holds the surface 10\% below $E_m/e$.

\section{The argument's own case in numbers}

Consider a 100 nm porous organosilicate film with $k=2.5$. The light has photon energy 11.8 eV, near the argon resonance lines, and flux $10^{14}\ {\rm cm^{-2}\,s^{-1}}$. I take a threshold of 8.8 eV and a yield of 0.01 electrons per photon. The stray-electron flux is $1.25\times10^{11}\ {\rm cm^{-2}\,s^{-1}}$ and the gap is 1 cm. These are rough typical values or round choices, not data for one particular film.

The greatest kinetic energy is $11.8-8.8=3.0$ eV. Multiplying the electron fluxes by $e$ gives $J_{\rm ph}=0.160\ \mu{\rm A/cm^2}$ and $J_{\rm in}=0.0200\ \mu{\rm A/cm^2}$, so $r=0.125$ and $r^{1/3}=0.5$. Therefore
\begin{equation}
V_{\rm eq}=3.0\ {\rm V}\times(1-0.5)=1.5\ {\rm V}.
\end{equation}
At this potential 87.5\% of the emitted electrons return. The remaining 12.5\% carry away just the current that the stray electrons bring in.

The escape law was tested by following sampled electrons through the non-uniform potential $V(1-z/L)^2$, where $L$ is the gap. At $x=0.5$ the escaping fraction was 0.1248, against 0.125 from (\ref{cube}). This tests both the angular average and the statement that the shape of a monotonic potential does not matter.

The film capacitance is $22.1\ {\rm nF/cm^2}$, so the stored charge is
\begin{equation}
\sigma=(22.1\ {\rm nF/cm^2})(1.5\ {\rm V})=0.033\ \mu{\rm C/cm^2},
\end{equation}
or $2.1\times10^{11}$ elementary charges per ${\rm cm^2}$. In 60 s the surface emits $9.6\ \mu{\rm C/cm^2}$, about 290 times the charge it retains. An emitted dose is therefore no measure of stored charge.

The field in the film is $1.5\ {\rm V}/100\ {\rm nm}=0.15$ MV/cm, which is 3\% of an assumed rough breakdown field of 5 MV/cm. Equation (\ref{claim}) would instead reach that breakdown field after 7.9 s.

\section{How the surface approaches the balance}

Insert $V=E_mx/e$ and (\ref{cube}) into (\ref{balance}), and divide by $J_{\rm ph}$:
\begin{equation}
\tau_0\frac{dx}{dt}=(1-x)^3-r,\qquad
\tau_0=\frac{CE_m}{eJ_{\rm ph}} .
\label{rate}
\end{equation}
The time $\tau_0$ is what the full photocurrent would need to charge the film to $E_m/e$ if nothing returned. Here it is 0.41 s.

Near the steady state write $x=x_{\rm eq}+\delta$, with $1-x_{\rm eq}=r^{1/3}$. To first order in $\delta$,
\begin{equation}
(r^{1/3}-\delta)^3-r\simeq-3r^{2/3}\delta ,
\end{equation}
so $\tau_0\,d\delta/dt=-3r^{2/3}\delta$, and the deviation decays exponentially with time constant
\begin{equation}
\tau_r=\frac{\tau_0}{3r^{2/3}}=\frac{0.4145\ {\rm s}}{3\times0.25}=0.55\ {\rm s}.
\end{equation}
Numerical integration of the charge balance, with the escape fraction computed by quadrature over energy and angle, gives the same decay time. It also gives the following course from an uncharged start.

\begin{center}
\begin{tabular}{ccc}
time (s) & $V$ with return (V) & $V_{\rm claim}$ (V)\\
0.1 & 0.47 & 0.63\\
1 & 1.37 & 6.3\\
10 & 1.50 & 63\\
60 & 1.50 & 380
\end{tabular}
\end{center}

The linear law is already too high after 0.1 s, because the slowest electrons and those emitted at large angles are turned back by a small potential. A surface started at 5 V, above the ceiling, also ends at 1.5 V. It loses no photoelectrons at first, and the stray electrons discharge it.

\section{Two cases in which there is no such balance}

\subsection*{No incoming electrons}

A defender of the argument may remove the stray current altogether. Equation (\ref{steady}) then requires the escape current to vanish, but it does not follow that the potential is unlimited. For $r=0$, separate the variables in (\ref{rate}) and integrate from $x=0$:
\begin{equation}
\frac{t}{\tau_0}=\int_0^x\frac{dx'}{(1-x')^3}
=\frac12\left[\frac{1}{(1-x)^2}-1\right].
\end{equation}
Solving for $x$ gives
\begin{equation}
V(t)=\frac{E_m}{e}\left[1-\frac{1}{\sqrt{1+2t/\tau_0}}\right].
\label{noinput}
\end{equation}
The escape current is
\begin{equation}
J_{\rm ph}(1-x)^3=J_{\rm ph}\left(1+\frac{2t}{\tau_0}\right)^{-3/2}.
\end{equation}
It dies away, while $V$ creeps towards $E_m/e$ without reaching it. In the example, with leakage still left out, $V$ is 2.82 V after one minute and 2.98 V after one hour. These values agree with direct integration of the charge balance.

Even in a film without leakage, the last few tenths of a volt should not be trusted. The stored charge is treated here as a smooth sheet, but it consists of single charges about 16 nm apart near the ceiling. If they are placed at random, the potential just outside the film varies from place to place by 0.2 to 0.3 V (root mean square) at heights up to a few nanometres. After an hour the surface is 0.023 V below the ceiling, less than the thermal energy of 0.026 eV at 300 K divided by $e$. Thermal broadening, disorder and occupied gap states can give a real spectrum a weak tail instead of the sharp end assumed here, and emission in that tail would blur the ceiling. If the lamp emits photons of higher energy, those photons set a higher ceiling.

\subsection*{More electrons arriving than are emitted}

If $J_{\rm in}>J_{\rm ph}$, the right-hand side of (\ref{balance}) is negative even at $V=0$, where every photoelectron escapes. The surface becomes negative. The photoelectrons are then pushed away, and with leakage left out a balance must come from a reduction of the incoming current as the surface repels slow electrons. That reduction depends on the energies of the incoming electrons, and (\ref{Veq}) does not apply.

\section{How firm is the figure of 1.5 V?}

The existence of a ceiling and the position of the balance below it have different standing. The ceiling follows from the finite $E_m$. The balance point depends on the spectrum and on what happens to returning electrons.

\paragraph{A softer spectrum.} Scattering inside the film can move electrons to lower energy. Take $f\,dE=12t(1-t)^2dt$, with the same $E_m$ and the same currents. With $s=1-t$ and again $a=1-x$, one has $t-x=a-s$, and
\begin{equation}
S=12\int_0^a s^2(a-s)\,ds
=12\left(\frac{a^4}{3}-\frac{a^4}{4}\right)=(1-x)^4 .
\end{equation}
The balance is now $V_{\rm eq}=(E_m/e)(1-r^{1/4})=1.2$ V.

\paragraph{Returning electrons that are not absorbed.} An elastic, mirror-like reflection leaves the normal energy unchanged, so a returned electron fails again. Diffuse elastic reflection is different, since it can turn lateral energy into normal energy. However often this happens, an electron with $E<eV$ cannot reach the collector. The escaping fraction is therefore at most the fraction with $E>eV$, which for the original spectrum is
\begin{equation}
S_E=\int_x^1 6t(1-t)\,dt=1-3x^2+2x^3 .
\end{equation}
Setting $S_E=0.125$ gives 2.3 V. With this spectrum and these currents, and with the stray electrons still absorbed, about 2.3 V is the upper limit for elastic re-emission of photoelectrons, not an estimate of the potential. It still lies below 3.0 V.

\paragraph{Leakage.} A positive surface draws electrons through the film from the grounded conductor. With resistivity $\rho$, the steady condition becomes
\begin{equation}
J_{\rm ph}S(V)=J_{\rm in}+\frac{V}{\rho d}.
\end{equation}
A rough value $\rho=10^{15}\ \Omega\,{\rm cm}$ lowers the potential by 4 mV, or 0.25\% of $V_{\rm eq}$. Without stray electrons the same leakage matters much more, because the escape current it must balance becomes very small near the ceiling. With $J_{\rm in}=0$ the condition is $(1-x)^3=E_mx/(e\rho dJ_{\rm ph})=1.9\times10^{-3}\,x$, which gives $x=0.88$. The potential then stops at about 2.6 V instead of creeping towards 3.0 V. The light may make the film more conductive. A uniform resistivity of $2\times10^{13}\ \Omega\,{\rm cm}$, about fifty times lower, would bring $V_{\rm eq}$ down by 10\%. The photoconductivity itself is not calculated here, but little of it is needed: the same 10\% results if about four electrons cross the film for every ten thousand incident photons. Partial crossings count in proportion: an electron and a hole pulled apart by a distance $s$ along the field act like the fraction $s/d$ of a full crossing, so the same current corresponds to a mean separation of only 0.04 nm per incident photon. Since 11.8 eV lies above the emission threshold, and hence above the gap for a positive electron affinity, absorbed photons do create such pairs in the film. The figure of 1.5 V assumes that photoconduction is weaker than this, which a real film may not satisfy; stronger photoconduction lowers the potential and does not restore the linear rise.

\paragraph{Space charge in the gap.} Electrons of number density $n$ give $\phi''=en/\varepsilon_0>0$, so the fall of $\phi$ is least steep at the collector. The potential remains monotonic if the space-charge field there is smaller than the applied field $V/L$. To first order in the electron density, the ratio of these fields is 0.016 at the steady state. Condition (\ref{escape}) then survives unchanged. Just after the light is switched on, $V/L$ is too small for this criterion, so the first moments of charging are described less well than the end state.

\paragraph{Tunnelling.} For a rough injection barrier of 3 eV and a tunnelling mass of half the electron mass, the semiclassical exponent for crossing the whole film at 1.5 V is about 1080. The transmission factor $e^{-1080}$ is negligible. This does not exclude transport through defects, which belongs to the leakage.

\section{What this means for a low-k film in use}

The thickness, permittivity and photon energy of the example lie in the range met with porous organosilicate films and argon light. The threshold and yield are less certain, since they depend on composition and surface condition. The effect of the threshold is easily traced: at fixed current densities, raising it by 0.5 eV lowers $E_m$ by 0.5 eV and $V_{\rm eq}$ by 0.25 V. The stray-electron flux is the least typical input if the film is exposed directly to a processing plasma. Electron fluxes there can be larger by orders of magnitude, so that $J_{\rm in}>J_{\rm ph}$ and the positive balance is lost. The 1.5 V result belongs to a beam exposure with few stray charges and little photoconduction, not to a wafer in a plasma.

A plasma also supplies positive ions. If they arrive with current density $J_i$ and are neutralized at the surface, they add $J_i$ to the right-hand side of (\ref{balance}). The balance becomes
\begin{equation}
J_{\rm ph}S(V)=J_{\rm in}-J_i .
\end{equation}
For $J_i>J_{\rm in}$ it has no solution, because the left-hand side cannot be negative. The ions can then drive the surface above $E_m/e$, until the potential changes the ion or electron current. The photoelectron ceiling limits charging by photoemission; it does not limit every charging process.

Nor does a bounded potential guarantee a harmless field. With the present $E_m$, and in a film much thicker than the depth from which electrons escape, the largest average field that photoemission can produce is about $3.0\ {\rm V}/d$. This is 0.3 MV/cm for 100 nm. Carried down to 6 nm, the same estimate already equals the assumed breakdown field of 5 MV/cm. It is then too low, because the field in so thin a film adds noticeably to the energy of electrons that start below the surface. Leakage could no longer be neglected without a fresh estimate in so thin a film. Patterned surfaces also need separate treatment, because their lateral fields violate the plane geometry. Finally, the light can break bonds in the film whether or not the surface charges, and a small $V_{\rm eq}$ says nothing about that damage.

\section{Assessment}

The conclusion of the argument does not follow from its premises. Constant emission is compatible with a constant surface charge, because emission and loss are different currents once the surface is positive. The argument would be repaired by replacing the constant charging rate behind (\ref{claim}) with the balance (\ref{balance}), in which the loss is $J_{\rm ph}S(V)$, and integrating that equation in time. The breakdown prediction would then have to be withdrawn for the stated film and exposure. The values behind this assessment are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS (rough typical or round values)
photon energy: 11.8 eV
emission threshold: 8.8 eV
photon flux: 1.00e+14 /(cm2 s)
electron yield: 0.010 per photon
incoming electron flux: 1.25e+11 /(cm2 s)
film thickness: 100 nm
relative permittivity: 2.5
gap to collector: 1.0 cm
film resistivity: 1.0e+15 ohm cm
breakdown field: 5.0 MV/cm
injection barrier: 3.0 eV
tunnelling mass: 0.50 electron masses
STEADY STATE
greatest kinetic energy E_m: 3.000 eV
emitted current J_ph: 0.1602 uA/cm2
incoming current J_in: 0.02003 uA/cm2
current ratio r: 0.1250
V_eq from formula: 1.5000 V
V_eq from numerical balance: 1.5000 V
returned fraction: 0.8750
escape at x=0.5, trajectories: 0.1248
film capacitance: 22.135 nF/cm2
stored charge: 0.03320 uC/cm2
stored elementary charges: 2.072e+11 /cm2
charge emitted in 60 s: 9.613 uC/cm2
film field: 0.1500 MV/cm
TIME COURSE
tau0: 0.4145 s
relaxation time, formula: 0.5526 s
relaxation time, integration: 0.5526 s
t=0.1 s: V=0.4668 V; without return 0.633 V
t=1.0 s: V=1.3745 V; without return 6.333 V
t=10.0 s: V=1.5000 V; without return 63.333 V
t=60.0 s: V=1.5000 V; without return 379.998 V
60 s after start at 5 V: 1.5000 V
no incoming current, t=1 s: V=1.7570 V
no incoming current, t=60 s: V=2.8240 V
no incoming current, t=3600 s: V=2.9772 V
breakdown time without return: 7.895 s
NEGLECTED EFFECTS AND OTHER ASSUMPTIONS
V_eq with film leakage: 1.4963 V
resistivity for 10% lower V_eq: 2.04e+13 ohm cm
space-charge/applied field at collector: 0.0156
film field/breakdown field: 0.0300
tunnelling exponent: 1082
gap/film capacitance: 4.00e-06
thermal energy at 300 K: 0.0259 eV
V_eq, softer spectrum: 1.2162 V
V_eq, total-energy escape: 2.3368 V
\end{verbatim}
